# How clamped ends raise the frequencies of a taut string resonator

## One clamp and a steady pull

Take a thin, flat beam under strong tension, held in a rigid clamp at \(x=0\). Far from the clamp it is straight, with a small slope \(a\). Nothing moves. The clamp demands zero displacement and zero slope, so the beam must bend near \(x=0\) before it can follow the straight line.

Let the beam have thickness \(h\), cross-section \(A\), Young's modulus \(E\) and tensile stress \(\sigma\), the stress left after the beam has been released. For a rectangular section bent across its thickness, the second moment of area is \(I=Ah^2/12\). At small slopes the upward force that the material on the right of a cut exerts on the material on the left is

\[
V=\sigma A\,w'-EI\,w''' ,
\]

where \(w(x)\) is the displacement. The first term is the upward component of the tension. The second is the shear force that balances the change of the bending moment \(EIw''\) along the beam.

In equilibrium \(V\) is the same at every \(x\). Far away \(w'=a\) and \(w'''=0\), so \(V=\sigma A a\). Division by \(\sigma A\) gives

\[
w'-l^2w'''=a,\qquad l^2=\frac{EI}{\sigma A}=\frac{Eh^2}{12\sigma},\qquad l=h\sqrt{\frac{E}{12\sigma}} .
\]

The general solution for the slope is \(w'=a+Ce^{-x/l}+De^{x/l}\). The slope stays finite far away, so \(D=0\). The clamp condition \(w'(0)=0\) gives \(C=-a\). One integration, with \(w(0)=0\), yields

\[
w=a\left(x-l+l\,e^{-x/l}\right).
\]

Beyond a few \(l\) the exponential has died out and \(w=a(x-l)\). Extended backwards, this line reaches zero at \(x=l\), not at the clamp. Seen from afar, the beam is a string pinned at a point in the span, a distance \(l\) from the clamp. The length \(l\) is therefore both the width of the bent region and the displacement of the apparent support.

A limit tests this reading. For \(h\to0\) at fixed \(E\) and \(\sigma\), \(l\to0\), and the apparent support moves back to the clamp, as it must for a string without stiffness.

## Setting the beam in motion

Now let the beam have density \(\rho\) and length \(L\), with clamps at \(x=0\) and \(x=L\). It is narrow and uniform, it moves out of plane, and damping, shear deformation and rotary inertia are left out. The net force on a slice is \(\partial V/\partial x\) per unit length, so

\[
\rho A\,\ddot w=\sigma A\,w''-EI\,w'''' .
\]

For motion at angular frequency \(\omega\), \(\ddot w=-\omega^2w\). Dividing by \(\sigma A\) and moving terms across gives

\[
l^2w''''-w''=\kappa^2w,\qquad \kappa=\frac{\omega}{c},\qquad c=\sqrt{\frac{\sigma}{\rho}} .
\]

Without stiffness, \(w=\sin\kappa x\) and \(\kappa L=n\pi\). The string frequencies are therefore \(f_n^{(0)}=nc/(2L)\), with \(n=1,2,\dots\) The small parameter is \(\varepsilon=l/L\).

### A case without a boundary layer

Suppose first that the ends are pinned, with \(w=w''=0\): they are free to rotate. The function \(\sin(n\pi x/L)\) satisfies all four end conditions and the equation of motion. Substitution gives \(\kappa^2=k^2+l^2k^4\) with \(k=n\pi/L\), hence

\[
\frac{f_n^{\rm pinned}}{f_n^{(0)}}=\sqrt{1+n^2\pi^2\varepsilon^2}\simeq1+\frac{n^2\pi^2\varepsilon^2}{2}.
\]

There is no term linear in \(\varepsilon\). Stiffness spread along a smooth mode acts at second order, so a first-order rise has to come from the clamps.

### The layer at a moving clamp

Near \(x=0\), measure distance in units of \(l\): \(x=lX\), \(w(x)=W(X)\). Each derivative brings a factor \(1/l\), and after multiplication by \(l^2\) the equation becomes

\[
W''''-W''=(\kappa l)^2W .
\]

For a low mode \(\kappa l\approx n\pi\varepsilon\ll1\), so inertia drops out of the layer at leading order. What remains has the solution

\[
W=C_0+C_1X+C_2e^{-X}+C_3e^{X}.
\]

The growing exponential cannot join a smooth string mode, so \(C_3=0\). The clamp requires \(C_0+C_2=0\) and \(C_1-C_2=0\). With \(C_1=al\) this is the static profile again, \(w=a(x-l+le^{-x/l})\). The moving layer is quasi-static.

### Matching to the string

Away from the clamps the mode varies over a length \(1/\kappa\). There the bending term \(l^2w''''\) is smaller than \(w''\) by a factor \((\kappa l)^2\). Through first order in \(l\), the beam therefore obeys the string equation, but the position \(x_0\) of its apparent node is unknown:

\[
w=A_0\sin\kappa(x-x_0).
\]

In the overlap region \(l\ll x\ll1/\kappa\), the sine reduces to \(A_0\kappa(x-x_0)\), while the layer solution reduces to \(a(x-l)\). The slopes agree if \(a=A_0\kappa\), and the intercepts agree if \(x_0=l\).

Does the neglected inertia spoil the intercept? It adds \((\kappa l)^2al\,W_1\) to the layer solution, where \(W_1''''-W_1''=X-1+e^{-X}\). For large \(X\) the growing part of \(W_1\) is \(-X^3/6+X^2/2\), apart from linear and constant terms. These are the cubic and quadratic terms of \(-(X-1)^3/6\), the next term in the expansion of the sine about \(x=l\). The remaining terms move the node by an amount of order \(l(\kappa l)^2\), which is third order in \(l\).

By symmetry the other apparent node lies at \(x=L-l\). A whole number of half-waves must fit between the nodes:

\[
\kappa(L-2l)=n\pi,\qquad
\frac{f_n}{f_n^{(0)}}=\frac{1}{1-2l/L}=1+\frac{2l}{L}+O(\varepsilon^2).
\]

This is the result: each low mode rises by the same fraction \(2l/L\), one \(l/L\) from each clamp. The fraction \(1/(1-2\varepsilon)\) must not be trusted beyond its linear term, since second-order bending of the string has been dropped.

The two solutions also combine into one formula for the half of mode 1 next to the left clamp. Adding them and subtracting their common straight line gives

\[
w\simeq A_0\left[\sin\kappa(x-l)+\kappa l\,e^{-x/l}\right].
\]

At \(x=0\) the bracket equals \(\kappa l-\sin\kappa l\simeq(\kappa l)^3/6\), and its slope is \(\kappa(\cos\kappa l-1)\simeq-\kappa(\kappa l)^2/2\), so both clamp conditions are met to the accuracy of the matching.

## Which energy raises the frequency?

Multiply the equation of motion by \(w\) and integrate by parts. The clamp conditions remove the end terms, leaving

\[
\kappa^2=\frac{\int w'^2dx+l^2\int w''^2dx}{\int w^2dx}.
\]

In each layer \(w''=(a/l)e^{-x/l}\), so the bending integral is

\[
l^2\int_0^\infty w''^2dx=a^2\int_0^\infty e^{-2x/l}dx=\frac{a^2l}{2}.
\]

Two layers give \(a^2l\). At leading order the tension integral is \(a^2L/2\), because the mean of \(\cos^2\) is one half. Bending thus holds a fraction \(2\varepsilon\) of the elastic energy.

But \(\omega^2\) rises by \(4\varepsilon\), twice as much. The rest is found in the shape of the string. Extended over the full length, the outer slope contributes \(a^2(L-2l)/2\) between the nodes and about \(a^2l\) in each end piece, in total \(a^2(L/2+l)\). In each layer the true slope is \(a(1-e^{-x/l})\), which lowers the integral by

\[
a^2\int_0^\infty\left(2e^{-x/l}-e^{-2x/l}\right)dx=\frac{3a^2l}{2}.
\]

After both layers are subtracted, \(\int w'^2dx=a^2(L/2-2l)\). The denominator is \(A_0^2(L/2-l)\), since the displacement in the layers is negligible here. With \(a=A_0\kappa\), the tension part of the quotient is

\[
\kappa^2\,\frac{L/2-2l}{L/2-l}\simeq\kappa^2(1-2\varepsilon)
\simeq\frac{n^2\pi^2}{L^2}(1+4\varepsilon)(1-2\varepsilon)
\simeq\frac{n^2\pi^2}{L^2}(1+2\varepsilon).
\]

Half of the rise in \(\omega^2\) is bending energy in the layers. The other half is extra tension energy, relative to \(\int w^2dx\), in a string forced into a shorter span.

## How low must a low mode be?

The beam equation can be solved without matching. About the centre, \(s=x-L/2\), the even modes are \(B_1\cos ks+B_2\cosh qs\). Both parts must belong to the same frequency:

\[
l^2k^4+k^2=\kappa^2,\qquad l^2q^4-q^2=\kappa^2 .
\]

Subtracting gives \(l^2(q^4-k^4)=q^2+k^2\), and division by \(q^2+k^2\) leaves \(q^2=k^2+1/l^2\). At \(s=L/2\) the clamp conditions read

\[
B_1\cos\tfrac{kL}{2}=-B_2\cosh\tfrac{qL}{2},\qquad
kB_1\sin\tfrac{kL}{2}=qB_2\sinh\tfrac{qL}{2}.
\]

Their ratio is \(k\tan(kL/2)=-q\tanh(qL/2)\). The odd modes, built from \(\sin ks\) and \(\sinh qs\), give \(k\cot(kL/2)=q\coth(qL/2)\) in the same way. When \(L\gg l\), the hyperbolic tangent and cotangent equal one up to terms of order \(e^{-L/l}\).

Define \(\theta=\arctan(k/q)\). The even condition is then \(\tan(kL/2)=-\cot\theta=\tan(\pi/2+\theta)\), and the odd one is \(\tan(kL/2)=\tan\theta\). Together they give

\[
kL=n\pi+2\theta .
\]

For small \(kl\), \(k/q=kl/\sqrt{1+k^2l^2}\simeq kl-(kl)^3/2\). Since \(\arctan z\simeq z-z^3/3\),

\[
\theta\simeq kl-\frac56(kl)^3 .
\]

The apparent node lies at \(x_0=\theta/k\simeq l[1-\frac56(kl)^2]\), which confirms the third-order estimate made above. Through second order, \(k=(n\pi/L)(1+2\varepsilon+4\varepsilon^2)\). The frequency follows from \(\kappa=k\sqrt{1+k^2l^2}\simeq k(1+k^2l^2/2)\), with \(kl\simeq n\pi\varepsilon\) in the correction:

\[
\frac{f_n}{f_n^{(0)}}=1+2\varepsilon+\left(4+\frac{n^2\pi^2}{2}\right)\varepsilon^2+O(\varepsilon^3).
\]

The first contribution to the bracket comes from the shortened span. The second is the bending of the whole mode, the same term as for pinned ends. It equals the clamp term \(2\varepsilon\) at \(n=2/(\pi\sqrt\varepsilon)\). A common fractional rise therefore requires \(n\ll2/(\pi\sqrt\varepsilon)\), which is stricter than \(n\pi\varepsilon\ll1\), the condition that the mode vary slowly across a layer.

## Numbers for a stressed string

Take round parameters: \(h=100\) nm, \(L=100\) µm, width 1 µm, \(E=250\) GPa, \(\sigma=1\) GPa and \(\rho=3100\) kg/m³. Then

\[
l=100\ \text{nm}\times\sqrt{\frac{250}{12\times1}}=456.4\ \text{nm},\qquad
\frac{2l}{L}=0.913\,\%.
\]

The wave speed is \(c=568.0\) m/s, and the string value of the fundamental is \(c/(2L)=2.840\) MHz.

For comparison, the beam energy was diagonalized numerically in up to 200 polynomials that satisfy the clamp conditions. This uses neither the matching nor the trigonometric condition for \(k\). Going from 100 to 200 polynomials changed the first twenty frequencies by less than \(10^{-15}\) of their values, which is rounding error.

| \(n\) | string, MHz | clamped, MHz | rise, % | second-order formula, % |
|---|---|---|---|---|
| 1 | 2.840 | 2.866 | 0.932 | 0.931 |
| 2 | 5.680 | 5.734 | 0.963 | 0.962 |
| 3 | 8.519 | 8.606 | 1.015 | 1.014 |
| 5 | 14.199 | 14.367 | 1.181 | 1.178 |
| 10 | 28.398 | 28.954 | 1.956 | 1.949 |
| 20 | 56.796 | 59.635 | 4.998 | 5.034 |

The first three modes rise by 0.93 to 1.01 %, between 2 and 11 % above the leading value of 0.913 %. The two terms become equal at \(n=9.4\), and at \(n=10\) the rise is indeed about twice \(2l/L\). At \(n=20\), where \(n\pi\varepsilon\approx0.29\), the second-order formula gives a rise of 5.034 % instead of 4.998 %.

Smaller \(\varepsilon\) tests the limit itself. For \(n=1\), the computed rise divided by \(2\varepsilon\) is 1.018, 1.009 and 1.004 at \(\varepsilon=0.004\), 0.002 and 0.001. The excess over one halves with \(\varepsilon\), as the second-order term requires.

The shape agrees as well. The computed node of the outer sine lies at \(0.9998\,l\). The combined formula for mode 1 misses the computed shape by at most \(2.4\times10^{-6}\) of the midpoint displacement; the bare string sine misses it by \(1.4\times10^{-2}\). Bending holds 0.942 % of the elastic energy, near the leading value of 0.913 %. With pinned ends the fundamental would rise by only 0.010 %.

## What a frequency measurement can tell

Suppose \(L\) and \(\rho\) are known and the stress is inferred from the string formula, \(\sigma_{\rm app}=\rho(2Lf_1)^2\). Since \(\sigma_{\rm app}/\sigma=(f_1/f_1^{(0)})^2\), the result is too high by about \(4\varepsilon\). Here it is 1.019 GPa instead of 1 GPa, an error of 1.9 % of the true stress.

The low modes hardly reveal this error, because a common factor looks like extra tension. In the ratio of two modes the common terms cancel, and what is left is

\[
\frac{f_n}{nf_1}-1\simeq\frac{(n^2-1)\pi^2\varepsilon^2}{2}.
\]

For \(n=10\) this gives 1.018 %, against 1.015 % from the diagonalization. Within the model such a ratio determines \(l\). It does not identify the clamps, since pinned ends give the same leading expression.

More tension reduces the fractional rise, but what happens to the rise in hertz? Multiplying the string frequency by \(2l/L\) gives

\[
\Delta f_n\simeq\frac{n}{2L}\sqrt{\frac{\sigma}{\rho}}\;\frac{2h}{L}\sqrt{\frac{E}{12\sigma}}
=\frac{nh}{L^2}\sqrt{\frac{E}{12\rho}} .
\]

The stress cancels. At fixed \(h\), \(L\), \(E\) and \(\rho\), tension raises the string frequency and thins the layer in compensating proportions. For the fundamental here, \(\Delta f_1\approx0.026\) MHz. This holds while \(l\ll L\) and \(n\ll2/(\pi\sqrt\varepsilon)\); for \(n=5\) in the table the rise is already about 30 % above this formula. At low tension the two layers overlap and the string picture fails.

## Beside a real resonator

The parameters are rough typical values for high-stress silicon nitride strings, and none is meant to be extreme. One assumption that can fail in such devices is the ideal clamp. Etching can undercut the support and leave a ledge of free film. If each ledge acted as a 100 nm continuation of the string, \(L\) would grow by 200 nm and the frequency would fall by 0.20 %. A wider, stiffer ledge should do less, so this serves as an upper bound. In the same worst case, an undercut of length \(l\) at each end would cancel the clamp effect. Such a length is not far-fetched: an isotropic etch that frees a 1 µm wide string from both sides must reach about 500 nm under its edges, and it can undercut the supports by as much.

Even without undercut the support is elastic, and the bending moment at the root rotates it slightly. In a plane elastic model of this film bonded on a thick support, the apparent node moves toward the edge by about \(0.8\,h\) on silicon (\(E\approx165\) GPa) and about \(h\) on silicon dioxide (\(E\approx70\) GPa). This lowers \(f_1\) by about 0.15 % and 0.2 %, a sixth to a quarter of the clamp rise. A support wider than the string should yield somewhat less than in this plane model.

Other influences must be compared with the clamp rise of 0.9 %. Air at atmospheric pressure can cancel it; the other two below are smaller:

- **Temperature.** An assumed expansion mismatch of \(10^{-6}\) K⁻¹ and a change of 10 K alter the stress by 2.5 MPa, and the frequency by half that fraction, 0.125 %.
- **Air.** At 1 atm and 300 K, the air moved in ideal flow adds a mass \(\pi\rho_{\rm air}b^2/4\) per unit length for width \(b\). This alone would lower the frequency by 0.15 %. But at 2.9 MHz the viscous layer in air is about 1.3 µm thick, more than the width of the string, and the air dragged along is several times heavier than in ideal flow. For a thin plate in viscous flow the frequency falls by roughly 1 %, as much as the clamps raise it. The clamp effect should therefore be measured in vacuum.
- **Width.** A ribbon much wider than its layer bends with \(E/(1-\nu^2)\) in place of \(E\). For a Poisson ratio \(\nu=0.23\), \(l\) grows by at most 2.75 % and \(f_1\) by 0.025 %.

Three further corrections are smaller. A numerical solution of the layer with shear deformation allowed (shear factor 5/6) moves the node to \(0.994\,l\) and lowers \(f_1\) by 0.005 %. Plane elasticity with a rigidly held end face gives \(0.997\,l\) instead, so only the size, a few thousandths of a percent, should be trusted. Stretching at an amplitude of 10 nm raises it by \(2\times10^{-4}\) %, and rotary inertia lowers it by \(4\times10^{-5}\) %.

In vacuum the clamp correction is thus larger than each of these estimates; it exceeds the largest, about 0.2 % each for an undercut of 100 nm and for a support of oxide, by a factor between four and five. These two act in the same direction and together could remove close to half of the rise, and a longer undercut removes more. To see the clamp correction in an absolute frequency, one must know the ratio \(\sigma/\rho\) independently to well within 1.8 %, and the free length to well within \(2l\), about 0.9 µm.
